**Constant flux into a half-space: surface law, ladder network and finite slab**

The program tests the surface rise θ(0,t) = (2q/e)√(t/π), where q is the constant surface flux, t the time and e = √(kC) the effusivity, with k the conductivity and C the heat capacity per volume. It asserts that a finite resistor–capacitor ladder, solved by diagonalization, reproduces this law, the depth profile, the exponent ½ and the separate dependence on k and C. Symbolic differentiation confirms the diffusion equation and the flux, and quadrature confirms that the stored heat equals the supplied heat. A cell-by-cell recursion approaches the continuum impedance 1/(e√s), with s the Laplace variable, and numerical Laplace inversion returns the same surface rise. For the model values used, the output shows a rise of 7.28 K after 100 µs, and ten times as much when k is a hundred times smaller. For a slab 500 µm thick, the image formulas are asserted against the ladder for an insulated and for a cold back. The half-space law is wrong by 1 percent at 0.85 ms, and by 20 ms it fails badly for both backs.

## Numerical check

```python
"""Surface heating of a semi-infinite solid under constant flux.

Result under test: theta(0,t) = 2 q sqrt(t/pi) / e,  e = sqrt(k C).
  theta  temperature rise (K)          q  flux entering at x = 0 (W/m^2)
  k      conductivity (W/(m K))        C  heat capacity per volume (J/(m^3 K))
  D      diffusivity k/C (m^2/s)       e  effusivity (W s^0.5/(m^2 K))
The independent road is a finite resistor-capacitor ladder, solved by
diagonalization. A slab of thickness L shows where the law ends.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc


def ierfc(z):
    return np.exp(-z**2) / np.sqrt(np.pi) - z * erfc(z)


def surface_law(k, C, q, t):
    return 2 * q * np.sqrt(t / np.pi) / np.sqrt(k * C)


def field(k, C, q, x, t):
    spread = np.sqrt(k / C * t)
    return 2 * q * spread / k * ierfc(x / (2 * spread))


def slab_law(k, C, q, L, t, sign):
    """Image sum; sign +1: insulated back, -1: back at starting temperature."""
    n = np.arange(1, 61)
    images = np.sum(float(sign)**n * ierfc(n * L / np.sqrt(k / C * t)))
    return surface_law(k, C, q, t) * (1 + 2 * np.sqrt(np.pi) * images)


def ladder(k, C, q, length, cells, times, back="cold"):
    """Node positions and temperature rises of a ladder fed at its first node."""
    h = length / cells
    x = np.arange(cells + 1) * h
    mass = np.full(cells + 1, C * h)
    mass[0] = mass[-1] = C * h / 2
    diag = np.full(cells + 1, 2 * k / h)
    diag[0] = diag[-1] = k / h
    if back == "cold":
        x, mass, diag = x[:-1], mass[:-1], diag[:-1]
    off = -k / h / np.sqrt(mass[:-1] * mass[1:])
    rates, modes = eigh_tridiagonal(diag / mass, off)
    rates = np.maximum(rates, 1e-6)  # the insulated ladder has one zero rate
    rises = []
    for t in times:
        growth = -np.expm1(-rates * t) / rates
        rises.append(modes @ (modes[0] * growth) * q / np.sqrt(mass[0] * mass))
    return x, np.array(rises)


# Model parameters
k, C, q, L = 150.0, 1.6e6, 1.0e7, 500e-6
D, e = k / C, np.sqrt(k * C)
times = np.array([1e-6, 1e-5, 1e-4])
t_end = times[-1]
print(f"conductivity k = {k:.0f} W/(m K)")
print(f"heat capacity per volume C = {C/1e6:.1f} MJ/(m^3 K)")
print(f"flux q = {q/1e6:.0f} MW/m^2")
print(f"diffusivity D = {D*1e6:.2f} mm^2/s")
print(f"effusivity e = {e:.0f} W s^0.5/(m^2 K)")

# Symbolic check of the field: diffusion equation and flux at every depth
X, T, K, CC, Q = sp.symbols("x t k C q", positive=True)
eta = X / (2 * sp.sqrt(K * T / CC))
th = 2 * Q * sp.sqrt(K * T / CC) / K * (
    sp.exp(-eta**2) / sp.sqrt(sp.pi) - eta * sp.erfc(eta))
assert sp.simplify(CC * sp.diff(th, T) - K * sp.diff(th, X, 2)) == 0
assert sp.simplify(-K * sp.diff(th, X) - Q * sp.erfc(eta)) == 0

# Ladder against the surface law and against the whole profile
span = 16 * np.sqrt(D * t_end)
x, rise = ladder(k, C, q, span, 1200, times)
law = surface_law(k, C, q, times)
# node spacing leaves a relative error near h^2/(16 D t), 0.1 percent at 1 us
assert np.allclose(rise[:, 0], law, rtol=2e-3)
assert np.max(abs(rise[-1] - field(k, C, q, x, t_end))) < 1e-3 * law[-1]
for t, a, b in zip(times, law, rise[:, 0]):
    print(f"t = {t*1e6:.0f} us: surface rise, law {a:.3f} K, ladder {b:.3f} K")
exponent = np.log10(rise[2, 0] / rise[1, 0])
assert abs(exponent - 0.5) < 1e-3
print(f"time exponent from ladder, 10 to 100 us = {exponent:.4f}")

# Separate dependence on k and C, on the same fixed grid
variants = {"k x 4": (4, 1), "C x 4": (1, 4), "k x 2, C / 2": (2, 0.5)}
for name, (fk, fc) in variants.items():
    xv, rv = ladder(fk * k, fc * C, q, span, 1200, [t_end])
    ratio = rv[0, 0] / rise[-1, 0]
    assert abs(ratio - 1 / np.sqrt(fk * fc)) < 1e-3
    print(f"{name}: ladder surface rise changes by factor {ratio:.4f}")
depth = 100e-6
deep_base = np.interp(depth, x, rise[-1])
deep_same_e = np.interp(depth, xv, rv[0])
assert deep_same_e > 1.2 * deep_base  # equal effusivity, unequal depth profile
deep_law = field(k, C, q, depth, t_end)
assert abs(deep_base / deep_law - 1) < 2e-3
print(f"rise at 100 um depth, 100 us = {deep_law:.3f} K")
print(f"same with k x 2, C / 2 = {field(2*k, C/2, q, depth, t_end):.3f} K")
assert abs(deep_same_e / field(2*k, C/2, q, depth, t_end) - 1) < 2e-3

# Heat balance by quadrature, and equivalent heated depth
reach = np.sqrt(D * t_end)
stored = C * quad(lambda y: field(k, C, q, y, t_end), 0, 14 * reach,
                  epsabs=1e-12, epsrel=1e-10)[0]
assert abs(stored / (q * t_end) - 1) < 1e-7
delta = stored / (C * rise[-1, 0])
assert abs(delta / (np.sqrt(np.pi) * reach / 2) - 1) < 1e-3
print(f"heat supplied in 100 us = {q*t_end:.1f} J/m^2")
print(f"heat stored, integral of profile = {stored:.1f} J/m^2")
print(f"diffusion length sqrt(D t) at 100 us = {reach*1e6:.1f} um")
print(f"equivalent heated depth at 100 us = {delta*1e6:.1f} um")

# Solid with k a hundred times smaller
k_low = k / 100
low = surface_law(k_low, C, q, t_end)
_, r_low = ladder(k_low, C, q, 10 * np.sqrt(k_low / C * t_end), 600, [t_end])
assert abs(r_low[0, 0] / low - 1) < 1e-3
print(f"second solid: k = {k_low:.1f} W/(m K), same C")
print(f"second solid: effusivity = {np.sqrt(k_low*C):.0f} W s^0.5/(m^2 K)")
print(f"second solid: surface rise at 100 us = {low:.2f} K")

# Ladder impedance built cell by cell, compared with its continuum limit
s = 1 / t_end
limit = 1 / (e * np.sqrt(s))
print(f"continuum impedance at s = 1e4 1/s: {limit*1e6:.4f} mm^2 K/W")
errors = []
for fraction in (0.1, 0.01, 0.001):
    h = fraction * np.sqrt(D / s)
    r, c = h / k, C * h
    Z = 0.0
    for _ in range(int(20 / fraction)):
        Z = 1 / (s * c + 1 / (r + Z))
    assert abs(s * c * Z**2 + s * c * r * Z - r) < 1e-9 * r
    errors.append(abs(Z / limit - 1))
    print(f"cell width {h*1e6:.4f} um: ladder/continuum = {Z/limit:.5f}")
assert errors[0] > errors[1] > errors[2] and errors[2] < 1e-3

# Step response by numerical Laplace inversion
inverse = mp.invertlaplace(lambda p: q / (e * p * mp.sqrt(p)), t_end,
                           method="talbot")
assert abs(float(inverse) / law[-1] - 1) < 1e-8
print(f"numerical Laplace inversion at 100 us = {float(inverse):.3f} K")

# Slab of finite thickness
z_one = brentq(lambda z: 2 * np.sqrt(np.pi) * ierfc(z) - 0.01, 0.5, 4)
t_one = L**2 / (D * z_one**2)
slab_times = np.array([1e-3, 3e-3, 2e-2, t_one])
_, cold = ladder(k, C, q, L, 600, slab_times, "cold")
_, insulated = ladder(k, C, q, L, 600, slab_times, "insulated")
half_space = surface_law(k, C, q, slab_times)
for i, t in enumerate(slab_times):
    assert abs(cold[i, 0] / slab_law(k, C, q, L, t, -1) - 1) < 1e-4
    assert abs(insulated[i, 0] / slab_law(k, C, q, L, t, 1) - 1) < 1e-4
assert abs(insulated[3, 0] / half_space[3] - 1.01) < 1e-4
assert abs(cold[3, 0] / half_space[3] - 0.99) < 1e-4
steady = q * L / k
assert abs(cold[2, 0] / steady - 1) < 1e-4
print(f"slab thickness L = {L*1e6:.0f} um")
print(f"L/sqrt(D t) at 1 percent error = {z_one:.3f}")
print(f"time of 1 percent error = {t_one*1e3:.3f} ms")
for i in range(3):
    print(f"t = {slab_times[i]*1e3:.0f} ms: half-space law {half_space[i]:.2f} K, "
          f"cold back {cold[i, 0]:.2f} K, insulated back {insulated[i, 0]:.2f} K")
print(f"steady rise with cold back, q L/k = {steady:.2f} K")

print("all good")
```

Output:

```
conductivity k = 150 W/(m K)
heat capacity per volume C = 1.6 MJ/(m^3 K)
flux q = 10 MW/m^2
diffusivity D = 93.75 mm^2/s
effusivity e = 15492 W s^0.5/(m^2 K)
t = 1 us: surface rise, law 0.728 K, ladder 0.728 K
t = 10 us: surface rise, law 2.303 K, ladder 2.303 K
t = 100 us: surface rise, law 7.284 K, ladder 7.284 K
time exponent from ladder, 10 to 100 us = 0.5000
k x 4: ladder surface rise changes by factor 0.5000
C x 4: ladder surface rise changes by factor 0.5000
k x 2, C / 2: ladder surface rise changes by factor 1.0000
rise at 100 um depth, 100 us = 2.477 K
same with k x 2, C / 2 = 4.431 K
heat supplied in 100 us = 1000.0 J/m^2
heat stored, integral of profile = 1000.0 J/m^2
diffusion length sqrt(D t) at 100 us = 96.8 um
equivalent heated depth at 100 us = 85.8 um
second solid: k = 1.5 W/(m K), same C
second solid: effusivity = 1549 W s^0.5/(m^2 K)
second solid: surface rise at 100 us = 72.84 K
continuum impedance at s = 1e4 1/s: 0.6455 mm^2 K/W
cell width 9.6825 um: ladder/continuum = 0.95125
cell width 0.9682 um: ladder/continuum = 0.99501
cell width 0.0968 um: ladder/continuum = 0.99950
numerical Laplace inversion at 100 us = 7.284 K
slab thickness L = 500 um
L/sqrt(D t) at 1 percent error = 1.769
time of 1 percent error = 0.852 ms
t = 1 ms: half-space law 23.03 K, cold back 22.62 K, insulated back 23.44 K
t = 3 ms: half-space law 39.89 K, cold back 31.65 K, insulated back 48.61 K
t = 20 ms: half-space law 103.01 K, cold back 33.33 K, insulated back 261.11 K
steady rise with cold back, q L/k = 33.33 K
all good
```
